# Apparent Film Thickness on an Off-Axis Cleave of a Coated Hole

**The situation.** A vertical hole of circular cross-section has diameter 100 nm before coating, so its radius is $R=50$ nm. Atomic layer deposition covers its wall with a film of uniform thickness $t=10$ nm, measured along the normal to the wall. The sample is then cleaved along a flat plane parallel to the axis of the hole, at distance $d=20$ nm from the axis. The cut face is viewed at right angles in an electron microscope. It shows two vertical bands of film, one on each side of the opening. The apparent thickness $s$ is the horizontal width of one band on the cut face. Film surface lying further back, seen through the opening, is not part of the band.

Take the hole as straight and the edges as sharp unless a part says otherwise. Lengths are in nm.

## Part (a)

**Question.** Derive $s$ in terms of $R$, $t$ and $d$, and state when the result holds. Evaluate it. How does the value change if 100 nm is instead the diameter of the opening left after coating?

**Answer.** Take a horizontal section with the origin on the axis, $x$ along the cleave and $y$ at right angles to it. The cleave is the line $y=d$.

The film consists of the points in the hole that lie within $t$ of the wall. A point at distance $\rho$ from the axis is separated from a wall point, seen from the axis at relative angle $\theta$, by

$$\sqrt{R^2+\rho^2-2R\rho\cos\theta}.$$

This is least at $\theta=0$, where it equals $R-\rho$. The film is therefore the ring $r<\rho<R$, where

$$r=R-t=40\ \text{nm}$$

is the radius of the opening.

On the cleave, $\rho^2=x^2+d^2$. The line meets the wall at $x=\pm a$ and the inner film surface at $x=\pm b$, with

$$a=\sqrt{R^2-d^2},\qquad b=\sqrt{r^2-d^2}.$$

The band on the right runs from $b$ to $a$, so

$$s=a-b=\sqrt{R^2-d^2}-\sqrt{(R-t)^2-d^2}.$$

Two separate bands exist if the cleave passes through the opening, which requires $|d|<R-t$. Here 20 nm is less than 40 nm. The numbers are

$$a=\sqrt{2500-400}=45.83\ \text{nm},\qquad b=\sqrt{1600-400}=34.64\ \text{nm},$$

$$s=11.18\ \text{nm}=111.8\ \text{Å}.$$

The subtraction uses unrounded half-chords, which is why the last digit differs from that of $45.83-34.64$. The film appears about 11.2 nm thick, an excess of 11.8 % relative to its true thickness.

If 100 nm is the diameter after coating, the opening has radius 50 nm and the wall has radius 60 nm. Then

$$s=\sqrt{3600-400}-\sqrt{2500-400}=10.74\ \text{nm}.$$

The same offset matters less in the wider hole. A quoted diameter must therefore say whether it refers to the hole before or after coating.

## Part (b)

**Question.** Explain the excess by dividing the film into thin concentric shells. Find lower and upper bounds on $s/t$, and judge the estimate obtained by giving the whole film the stretch of its outermost shell.

**Answer.** A shell between $\rho$ and $\rho+d\rho$ has true thickness $d\rho$. To find the length $dx$ that it occupies on the cleave, differentiate $\rho^2=x^2+d^2$ at fixed offset $d$:

$$2\rho\,d\rho=2x\,dx,\qquad dx=\frac{\rho}{x}\,d\rho=\frac{\rho}{\sqrt{\rho^2-d^2}}\,d\rho .$$

Adding the shells gives

$$s=\int_r^R\frac{\rho\,d\rho}{\sqrt{\rho^2-d^2}}=\Big[\sqrt{\rho^2-d^2}\Big]_r^R=a-b,$$

in agreement with part (a).

The factor multiplying $d\rho$ has a direct geometrical meaning. Let $\psi$ be the angle between the cleave line and the normal to the shell. The normal is radial, so $\cos\psi=x/\rho$ and the factor is $1/\cos\psi$. The cleave crosses the shell obliquely and travels further through it than the normal does.

The factor can also be written as

$$\frac{\rho}{\sqrt{\rho^2-d^2}}=\frac{1}{\sqrt{1-d^2/\rho^2}}.$$

For $d\neq0$ it exceeds one and falls as $\rho$ grows. The inner shells are stretched most. Since $s/t$ is the average of this factor over the film, it lies between the values at the two surfaces:

$$\frac{R}{a}<\frac{s}{t}<\frac{r}{b}.$$

For the example these bounds are 1.091 and 1.155, and the actual ratio is 1.118.

Using the outermost stretch for the whole film gives

$$s\approx t\,\frac{R}{a}=10.91\ \text{nm}.$$

This is 0.27 nm too small, or 2.4 % relative to $s$. The estimate becomes correct in the limit $t\ll R-|d|$, where the stretch hardly varies across the film. Here the film takes up a fifth of the original radius, and the greater stretch of its inner part is noticeable.

## Part (c)

**Question.** Show that $s$ grows steadily with $|d|$ while the opening is visible. Find the limit at which the opening disappears, and describe the cut beyond it. Then expand $s$ for small offset, and find the largest offset that keeps the excess within 5 % of $t$.

**Answer.** The difference of the squared half-chords does not contain $d$:

$$a^2-b^2=(R^2-d^2)-(r^2-d^2)=R^2-(R-t)^2=t(2R-t).$$

The left side is $(a-b)(a+b)=s(a+b)$, so

$$s=\frac{t(2R-t)}{a+b}.$$

As $|d|$ increases, both $a$ and $b$ decrease. The numerator is fixed, so $s$ increases. At $d=0$ the denominator is $R+r=2R-t$, and $s=t$ as required.

When $|d|$ approaches $r$, $b$ approaches zero and $a$ approaches $\sqrt{R^2-r^2}=\sqrt{t(2R-t)}$. The limiting width is

$$s\to\sqrt{t(2R-t)}=\sqrt{10\times90}=30.0\ \text{nm},$$

three times the true thickness. The two bands then meet. For $r<|d|<R$ the cleave misses the opening and shows one continuous band of width $2\sqrt{R^2-d^2}$. At an offset of 41 nm this width is 57.2 nm. It is a chord through film alone, and half of it is not a film thickness.

For small offset, use $\sqrt{1-u}=1-u/2-u^2/8-\dots$ with $u=d^2/\rho^2$:

$$\sqrt{\rho^2-d^2}=\rho-\frac{d^2}{2\rho}-\frac{d^4}{8\rho^3}-\dots$$

Subtracting the expression at $\rho=r$ from that at $\rho=R$ gives

$$s=t+\frac{d^2}{2}\left(\frac1r-\frac1R\right)+\frac{d^4}{8}\left(\frac1{r^3}-\frac1{R^3}\right)+\dots$$

Since $1/r-1/R=(R-r)/(rR)=t/(rR)$, the leading relative excess is

$$\frac{s-t}{t}\approx\frac{d^2}{2R(R-t)}.$$

For the example this is $400/4000=10$ %, so $s\approx11.00$ nm. Including the fourth-order term gives 11.15 nm, closer to the full value of 11.18 nm.

The excess depends on $d^2$. Cleaves on opposite sides of the axis both make the film look too thick, and averaging them does not remove the error.

For an excess of 5 %, set $s=1.05\,t=10.5$ nm. The product formula gives

$$a+b=\frac{t(2R-t)}{s}=\frac{900}{10.5}=85.71\ \text{nm}.$$

Since $a-b=10.5$ nm, half the sum of these two equations is $a=48.11$ nm. Hence

$$|d|=\sqrt{R^2-a^2}=\sqrt{2500-48.11^2}\approx13.6\ \text{nm}.$$

The leading-order formula would give $\sqrt{0.05\times4000}=14.1$ nm. That is slightly too generous because it omits the positive higher terms. The limit of 13.6 nm belongs to this hole and this film thickness.

## Part (d)

**Question.** The offset is usually not known when the image is examined. Suppose that $R$ is known and that the wall-to-wall width $2a$ and the band width $s$ are measured on the image. Find $t$ without measuring $d$. How sensitive is the answer to errors in the inner film edge and in the assumed diameter? Can the correction be made if $R$ is unknown?

**Answer.** The wall-to-wall width fixes the offset through $d^2=R^2-a^2$. The inner half-chord is $b=a-s$. The radius of the opening then follows from

$$r^2=b^2+d^2=(a-s)^2+R^2-a^2=R^2-2as+s^2=R^2-s(2a-s).$$

A radius is positive, so the positive root is taken, and $t=R-r$ becomes

$$t=R-\sqrt{R^2-s(2a-s)}.$$

With $2a=91.65$ nm and $s=11.18$ nm, the product is

$$s(2a-s)=11.18\times80.47\approx900\ \text{nm}^2,$$

and therefore

$$t=50-\sqrt{2500-900}=10.00\ \text{nm}.$$

For the sensitivity to the inner edge, hold $R$ and $a$ fixed and differentiate $r^2=R^2-2as+s^2$:

$$2r\,\frac{\partial r}{\partial s}=-2a+2s=-2b,\qquad \frac{\partial t}{\partial s}=-\frac{\partial r}{\partial s}=\frac br=0.87 .$$

If the band is read 1 nm too wide because its inner edge is misplaced, the corrected thickness is 10.86 nm. This error of 0.86 nm is comparable with the 1.18 nm excess that the correction is meant to remove. The correction removes the bias from the offset but passes on about 0.87 of any error in the inner edge. In this case the uncorrected reading would be 12.18 nm, further from the truth than 10.86 nm. A band read 1 nm too narrow gives 10.18 nm uncorrected, close to the truth only because two errors cancel, and 9.13 nm corrected.

For the sensitivity to the assumed radius, hold $a$ and $s$ fixed:

$$2r\,\frac{\partial r}{\partial R}=2R,\qquad \frac{\partial t}{\partial R}=1-\frac Rr=1-1.25=-0.25 .$$

A diameter taken 2 nm too large means a radius 1 nm too large. The full formula then gives 9.76 nm, close to the linear prediction of 9.75 nm.

If $R$ is unknown, these two widths do not suffice. A hole of diameter 91.65 nm with a film 11.18 nm thick, cut through its axis, would show the same two widths. Separate knowledge of the diameter, for example from a view from above before coating, distinguishes the two cases.

## Part (e)

**Question.** Conformality is judged by comparing film thicknesses at different places. What wall-to-top ratio does the cleave show if the flat top surface also carries 10 nm of film? Does the offset create a false variation with depth in a straight hole? Repeat the second question for a hole 5000 nm deep in two separate cases: (i) the diameter before coating tapers from 100 nm at the top to 80 nm at the bottom; (ii) the hole is straight, but the cleave is tilted by 0.1 degree and moves away from the axis with depth.

**Answer.** Away from the mouth of the hole, the film on the flat top has a vertical normal. That normal lies in the cut face, so the top film shows its true thickness of 10 nm. The wall film shows 11.18 nm. The apparent wall-to-top ratio is 1.118, although the coating is perfectly conformal.

In a straight hole with a vertical cleave, $R$ and $d$ are the same at every depth. A uniform film is stretched equally everywhere, and no false variation arises. If the film really does thin with depth, its stretch changes a little as well. By part (b), the stretch is an average over the film, and a thinner film lacks the strongly stretched inner shells. For thicknesses between zero and 10 nm the stretch lies between 1.091 and 1.118. The ratio of a thinner lower film to a 10 nm upper film is therefore understated by less than 2.5 %.

**(i) Taper.** At the bottom, $R=40$ nm and $r=30$ nm, while the offset is still 20 nm:

$$s=\sqrt{1600-400}-\sqrt{900-400}=12.28\ \text{nm}.$$

The apparent bottom-to-top ratio of the wall film is $12.28/11.18=1.098$. The uniform film seems to thicken downward by about 10 %, mainly because the same offset is a larger fraction of a smaller radius. The film is also a larger fraction of that radius, which adds a little to the stretch. The slope of the wall also makes the horizontal thickness slightly greater than the normal thickness. This slope is $10/5000=0.002$, and it adds only $2\times10^{-5}$ nm to the radial thickness and about $3\times10^{-5}$ nm to $s$, which is negligible.

**(ii) Tilt.** The offset at the bottom is

$$d=20+5000\tan0.1^\circ=28.7\ \text{nm}.$$

The apparent thickness there is 13.09 nm, and the bottom-to-top ratio is 1.170. A tilt of a tenth of a degree matters because it acts over a depth fifty times the diameter. If the cleave moved towards the axis instead, the offset would fall to 11.3 nm. By part (c), the uniform film would then seem to thin downward.

A false thickening can hide a real loss of film near the bottom, and a false thinning can imitate one. The wall-to-wall width measured at each depth gives a correction by part (d), provided that the hole is circular there and its true diameter at that depth is known.

## Part (f)

**Question.** Compare the model with a real device structure. Estimate the effect of a 5 % elliptical distortion of the hole and of a view rotated by 5 degrees about the vertical. Which assumption matters most for the numbers in this question?

**Answer.** The dimensions resemble those of a memory hole in three-dimensional NAND flash, which is roughly 100 nm wide and several micrometres deep. These are rough typical values. A finished memory hole contains several films and usually a filled core, whereas the model describes a single film in a hole that is still open. The taper, tilt and distortion used here are chosen for illustration and are not measurements of a particular product.

For the ellipse, let the semi-axis along the cleave be $p$ and the other $q$. The wall is $x^2/p^2+y^2/q^2=1$, and its normal is parallel to $(x/p^2,\;y/q^2)$. At the point where the cleave meets the wall, the normal makes an angle $\psi$ with the cleave given by

$$\tan\psi=\frac{d\,p^2}{x\,q^2}.$$

With $p=52.5$ nm and $q=47.5$ nm, $x=p\sqrt{1-d^2/q^2}=47.6$ nm and $\tan\psi=0.51$. The circle has $\tan\psi=20/45.83=0.44$. The cut is more oblique, so the film looks thicker. To find the width, locate the inner film edge: it is the point on the cleave, between the middle of the opening and the wall, whose least distance to the ellipse is 10 nm. Solving this condition numerically and subtracting the position found from that of the wall gives an apparent thickness of 11.68 nm. With the axes exchanged, $\tan\psi=0.37$ and the apparent thickness is 10.84 nm. Both thicknesses are for a film of uniform normal thickness. The correction of part (d) assumes a circle. Applied to these two cuts with $R=50$ nm, it returns 10.97 nm and 9.19 nm instead of 10 nm.

Rotating the view about the vertical shortens horizontal lengths on the cut face:

$$s\cos5^\circ=11.14\ \text{nm}.$$

This changes the result by only 0.04 nm.

At the bottom of the hole, the chosen taper adds 1.1 nm to the straight-hole value and the chosen tilt adds 1.9 nm. Among the geometrical effects sized here, the assumption of a constant offset therefore matters most, followed by that of a constant diameter. This ranking depends on the chosen imperfections, on the depth and on the direction of the tilt. The same tilt towards the axis gives 10.33 nm at the bottom, a change of $-0.85$ nm, which is smaller than the effect of the taper. Wall roughness and a fracture surface that is not flat are not included.

## Calculated quantities

```
Hole diameter before coating: 100 nm
True film thickness t: 10 nm
Opening radius r: 40 nm
Cleave offset d: 20 nm
Half-chord of wall a: 45.83 nm
Half-chord of opening b: 34.64 nm
Apparent thickness s: 11.18 nm = 111.8 angstrom
Excess over true thickness: 11.8 percent
Apparent wall-to-top ratio: 1.118
Sum of oblique shells: 11.18 nm
Stretch of outermost shell R/a: 1.091
Stretch of innermost shell r/b: 1.155
Thin-film estimate t R/a: 10.91 nm
Estimate to second order in d: 11.00 nm
Estimate to fourth order in d: 11.15 nm
Grazing limit of s at d = r: 30.0 nm
Cut at offset 41 nm, single band: 57.2 nm
If 100 nm is the coated opening, s: 10.74 nm
Visible wall-to-wall width 2a: 91.65 nm
Thickness corrected from image: 10.00 nm
Largest offset for 5 percent error: 13.6 nm
Hole depth: 5000 nm
Taper, bottom diameter: 80 nm
Taper, apparent thickness at bottom: 12.28 nm
Taper, apparent bottom-to-top wall ratio: 1.098
Taper, excess from wall slope alone: 2.0e-05 nm
Cleave tilt: 0.1 degree
Tilt, offset at bottom: 28.7 nm
Tilt, apparent thickness at bottom: 13.09 nm
Tilt, apparent bottom-to-top wall ratio: 1.170
Ellipse, change of each semi-axis: 5 percent
Ellipse, long axis along cleave, s: 11.68 nm
Ellipse, short axis along cleave, s: 10.84 nm
View rotated by 5 degrees, s: 11.14 nm
Inner edge misread by 1 nm, corrected t: 10.86 nm
Diameter 2 nm too large, corrected t: 9.76 nm
```
